# Second Sound in Helium II from the Two-Fluid Equations: a program that tests the result

```python
# Result under test: without thermal expansion, the two-fluid equations of
# helium II give the second-sound speed u2^2 = T s^2 rhos / (c rhon).
# T temperature, s entropy per mass, c heat capacity per mass,
# rhos and rhon superfluid and normal densities, rho = rhos + rhon.
# P pressure, f free energy per mass, vs and vn the two velocities.
# S and C denote entropy and heat capacity per volume.
# Material inputs are rough typical values for liquid helium.
import numpy as np
import sympy as sp
from scipy import constants as const

kB, hbar = const.k, const.hbar
RHO = 145.0                 # kg/m^3
SOUND = 240.0               # m/s
GAP = 8.6                   # roton gap divided by kB, K
K0 = 19.0e9                 # roton wavenumber, 1/m
m_helium = const.value("alpha particle mass") + 2 * const.m_e
MASS_RATIO = 0.16
MU = MASS_RATIO * m_helium  # roton effective mass, kg
TEMP = 1.5                  # K
ETA = 1.3e-6                # shear viscosity, Pa s
FREQ = 1.0e4                # Hz
DT_WAVE = 1.0e-3            # temperature amplitude, K
# rough exponents: parameter proportional to density**exponent
EXP_SOUND, EXP_GAP, EXP_K0, EXP_MU = 2.8, -0.5, 1 / 3, -1.0


def excitation_gas(temp, ratio=1.0, gap=GAP, lib=np):
    """Phonon and roton (F, S, C, rhon), each per volume."""
    speed = SOUND * ratio**EXP_SOUND
    k0 = K0 * ratio**EXP_K0
    mass = MU * ratio**EXP_MU
    y = gap * ratio**EXP_GAP / temp
    f_ph = -np.pi**2 * (kB * temp)**4 / (90 * (hbar * speed)**3)
    number = (k0**2 * lib.sqrt(2 * np.pi * mass * kB * temp)
              * lib.exp(-y) / (2 * np.pi**2 * hbar))
    phonon = (f_ph, -4 * f_ph / temp, -12 * f_ph / temp,
              -4 * f_ph / speed**2)
    roton = (-kB * temp * number, kB * number * (1.5 + y),
             kB * number * (0.75 + y + y**2),
             (hbar * k0)**2 * number / (3 * kB * temp))
    return phonon, roton


def total_gas(*args, **kwargs):
    phonon, roton = excitation_gas(*args, **kwargs)
    return [a + b for a, b in zip(phonon, roton)]


def second_sound(temp, S, C, rhon):
    s, c = S / RHO, C / RHO
    return np.sqrt(temp * s**2 * (RHO - rhon) / (c * rhon))


# Jacobians at rest of the nonlinear conservation laws in one dimension.
# Velocity-squared parts of P and of the chemical potential have zero
# derivative at rest and are left out.
r, T, vs, vn, u = sp.symbols("r T vs vn u", positive=True)


def jacobians(f, rn):
    s = -sp.diff(f, T)
    P = r**2 * sp.diff(f, r)
    chem = f + P / r
    j = (r - rn) * vs + rn * vn
    density = sp.Matrix([r, r * s, j, vs])
    flux = sp.Matrix([j, r * s * vn,
                      P + (r - rn) * vs**2 + rn * vn**2,
                      chem + vs**2 / 2])
    variables = [r, T, vs, vn]
    rest = {vs: 0, vn: 0}
    return (density.jacobian(variables).subs(rest),
            flux.jacobian(variables).subs(rest))


# Symbolic test for an arbitrary equation of state.
f_any = sp.Function("f")(r, T)
rn_any = sp.Function("n")(r, T)
A_any, B_any = jacobians(f_any, rn_any)
poly = sp.expand((B_any - u * A_any).det(method="berkowitz"))
lead = poly.coeff(u, 4)
s_any = -sp.diff(f_any, T)
c_any = -T * sp.diff(f_any, T, 2)
P_any = r**2 * sp.diff(f_any, r)
a_any = sp.diff(P_any, r)
a_gamma = a_any + T * sp.diff(P_any, T)**2 / (r**2 * c_any)
b_any = T * s_any**2 * (r - rn_any) / (c_any * rn_any)
assert sp.simplify(poly.coeff(u, 3)) == 0
assert sp.simplify(poly.coeff(u, 1)) == 0
assert sp.simplify(poly.coeff(u, 2) / lead + a_gamma + b_any) == 0
assert sp.simplify(poly.coeff(u, 0) / lead - a_any * b_any) == 0

# Two concrete equations of state: without and with thermal expansion.
cold = SOUND**2 * (sp.log(r / RHO) + RHO / r)
gas_fixed = total_gas(T, lib=sp)
gas_free = total_gas(T, ratio=r / RHO, lib=sp)
f_fixed = cold + gas_fixed[0] / RHO
f_free = cold + gas_free[0] / r


def numeric_matrices(f, rn):
    A, B = jacobians(f, rn)
    fa = sp.lambdify((r, T), A, "numpy")
    fb = sp.lambdify((r, T), B, "numpy")
    return lambda temp: (np.array(fa(RHO, temp), dtype=float),
                         np.array(fb(RHO, temp), dtype=float))


def wave_modes(matrices, temp):
    A, B = matrices(temp)
    values, vectors = np.linalg.eig(np.linalg.solve(A, B))
    assert np.max(np.abs(np.imag(values))) < 1e-6
    values, vectors = np.real(values), np.real(vectors)
    order = [i for i in np.argsort(values) if values[i] > 0]
    assert len(order) == 2
    return values[order], vectors[:, order]


mat_fixed = numeric_matrices(f_fixed, gas_fixed[3])
mat_free = numeric_matrices(f_free, gas_free[3])

F0, S0, C0, rhon = total_gas(TEMP)
s0, c0, rhos = S0 / RHO, C0 / RHO, RHO - rhon
u2 = second_sound(TEMP, S0, C0, rhon)
speeds, shapes = wave_modes(mat_fixed, TEMP)
assert abs(speeds[0] / u2 - 1) < 1e-6
assert abs(speeds[1] / SOUND - 1) < 1e-6

# Mode shapes without expansion.
d_rho, d_T, w_s, w_n = shapes[:, 0]
assert abs(d_rho * u2 / (RHO * w_n)) < 1e-6
assert abs((rhos * w_s + rhon * w_n) / (rhon * w_n)) < 1e-6
assert abs(w_n * TEMP * s0 / (u2 * c0 * d_T) - 1) < 1e-6
d_rho, d_T, w_s, w_n = shapes[:, 1]
assert abs(w_s / w_n - 1) < 1e-6
assert abs(d_T * SOUND / (TEMP * w_n)) < 1e-6

# Low-temperature phonon limit, from the eigenvalues.
T_LOW = 0.3
u2_low = wave_modes(mat_fixed, T_LOW)[0][0]
assert abs(u2_low / (SOUND / np.sqrt(3)) - 1) < 1e-4

# Excitation gas by quadrature from the Bose distribution.
nodes, weights = np.polynomial.legendre.leggauss(400)
cosines, cos_weights = np.polynomial.legendre.leggauss(16)


def gas_by_quadrature(energy, p_low, p_high):
    p = 0.5 * (p_high - p_low) * nodes + 0.5 * (p_high + p_low)
    wp = 0.5 * (p_high - p_low) * weights
    e = energy(p)

    def free_energy(temp):
        logs = np.log(-np.expm1(-e / (kB * temp)))
        return kB * temp * np.sum(wp * p**2 * logs) / (
            2 * np.pi**2 * hbar**3)

    h = 1e-3 * TEMP
    fm, f0, fp = [free_energy(TEMP + d) for d in (-h, 0, h)]
    entropy = -(fp - fm) / (2 * h)
    heat = -TEMP * (fp - 2 * f0 + fm) / h**2
    drift = 0.1
    shifted = e[:, None] - drift * p[:, None] * cosines[None, :]
    occupation = 1 / np.expm1(shifted / (kB * TEMP))
    angular = occupation @ (cos_weights * cosines)
    momentum = np.sum(wp * p**3 * angular) / (4 * np.pi**2 * hbar**3)
    return np.array([f0, entropy, heat, momentum / drift])


p0 = hbar * K0
width = np.sqrt(MU * kB * TEMP)
quad_ph = gas_by_quadrature(lambda p: SOUND * p, 0.0,
                            60 * kB * TEMP / SOUND)
quad_rot = gas_by_quadrature(
    lambda p: kB * GAP + (p - p0)**2 / (2 * MU),
    p0 - 8 * width, p0 + 8 * width)
closed_ph, closed_rot = [np.array(g) for g in excitation_gas(TEMP)]
assert np.max(np.abs(quad_ph / closed_ph - 1)) < 1e-4
# Closed roton forms drop the momentum width and Bose corrections.
ratio_rot = quad_rot / closed_rot
assert np.max(np.abs(ratio_rot[:3] - 1)) < 0.02
t = (width / p0)**2
assert abs(ratio_rot[3] - (1 + 6 * t + 3 * t**2)) < 0.01
u2_quad = second_sound(TEMP, *(quad_ph + quad_rot)[1:])

# Thermal expansion.
P_free = r**2 * sp.diff(f_free, r)
a = float(sp.lambdify((r, T), sp.diff(P_free, r), "numpy")(RHO, TEMP))
P_T = float(sp.lambdify((r, T), sp.diff(P_free, T), "numpy")(RHO, TEMP))
gamma_minus = TEMP * P_T**2 / (RHO**2 * c0 * a)
expansion = P_T / (RHO * a)
speeds_free = wave_modes(mat_free, TEMP)[0]
remainder = abs(speeds_free[0]**2 * (1 + gamma_minus) / u2**2 - 1)
estimate = u2**2 / a * gamma_minus
assert 0.5 * estimate < remainder < 2 * estimate

# Damping by shear viscosity, from complex eigenvalues.
k = 2 * np.pi * FREQ / u2
A, B = mat_fixed(TEMP)
V = np.zeros((4, 4))
V[2, 3] = 4 * ETA / 3
rates = np.linalg.eigvals(np.linalg.solve(A, -1j * k * B - k**2 * V))
slow = rates[np.argmin(np.abs(rates - 1j * k * u2))]
damping = 2 * ETA * k**2 * rhos / (3 * RHO * rhon)
assert abs(-slow.real / damping - 1) < 1e-3

# Sizes for the example.
gap_drop = 0.1
u2_soft = second_sound(TEMP, *total_gas(TEMP, gap=GAP - gap_drop)[1:])
v_normal = u2 * c0 * DT_WAVE / (TEMP * s0)
v_super = -rhon * v_normal / rhos
heat_flux = RHO * s0 * TEMP * v_normal
roton_speed = np.sqrt(kB * TEMP / MU)
free_path = 3 * ETA / (rhon * roton_speed)


def percent(value):
    return 100 * (value / u2 - 1)


print(f"temperature: {TEMP:.2f} K")
print(f"density: {RHO:.1f} kg/m^3")
print(f"first-sound speed, input: {SOUND:.1f} m/s")
print(f"roton gap / kB: {GAP:.2f} K")
print(f"roton wavenumber: {K0*1e-9:.1f} 1/nm")
print(f"roton mass / helium atom mass: {MASS_RATIO:.2f}")
print(f"phonon entropy per mass: {closed_ph[1]/RHO:.2f} J/(kg K)")
print(f"roton entropy per mass: {closed_rot[1]/RHO:.2f} J/(kg K)")
print(f"total entropy per mass s: {s0:.2f} J/(kg K)")
print(f"phonon heat capacity: {closed_ph[2]/RHO:.2f} J/(kg K)")
print(f"roton heat capacity: {closed_rot[2]/RHO:.2f} J/(kg K)")
print(f"total heat capacity c: {c0:.2f} J/(kg K)")
print(f"phonon normal density: {closed_ph[3]:.4f} kg/m^3")
print(f"roton normal density: {closed_rot[3]:.3f} kg/m^3")
print(f"total normal density: {rhon:.3f} kg/m^3")
print(f"superfluid density: {rhos:.3f} kg/m^3")
print(f"normal fraction: {rhon/RHO:.4f}")
print(f"u2 squared: {u2**2:.2f} m^2/s^2")
print(f"u2 from formula: {u2:.3f} m/s = {u2*100:.1f} cm/s")
print(f"u2 from eigenvalues: {speeds[0]:.3f} m/s")
print(f"u1 from eigenvalues: {speeds[1]:.3f} m/s")
print(f"u2 at {T_LOW:.1f} K, eigenvalues: {u2_low:.3f} m/s")
print(f"u1/sqrt(3): {SOUND/np.sqrt(3):.3f} m/s")
for temp in (0.6, 1.0, 1.2):
    value = second_sound(temp, *total_gas(temp)[1:])
    print(f"u2 at {temp:.1f} K, formula: {value:.3f} m/s")
print(f"wave temperature amplitude: {DT_WAVE*1e3:.2f} mK")
print(f"normal velocity amplitude: {v_normal*100:.3f} cm/s")
print(f"superfluid velocity amplitude: {v_super*100:.3f} cm/s")
print(f"heat flux amplitude: {heat_flux*1e-4:.4f} W/cm^2")
print(f"finite amplitude, vn/u2: {100*v_normal/u2:.3f} %")
print(f"density exponent, sound speed: {EXP_SOUND:.2f}")
print(f"density exponent, roton gap: {EXP_GAP:.2f}")
print(f"density exponent, roton wavenumber: {EXP_K0:.3f}")
print(f"density exponent, roton mass: {EXP_MU:.2f}")
print(f"dP/dT at fixed density: {P_T*1e-3:.3f} kPa/K")
print(f"thermal expansion coefficient: {expansion:.3e} 1/K")
print(f"c_p/c_v - 1: {gamma_minus:.3e}")
print(f"u2 with expansion: {speeds_free[0]:.4f} m/s")
print(f"u2 change, expansion: {percent(speeds_free[0]):.4f} %")
print(f"u2^2 error left after using c_p: {100*remainder:.5f} %")
print(f"u2 with roton width and Bose: {u2_quad:.3f} m/s")
print(f"u2 change, width and Bose: {percent(u2_quad):.3f} %")
print(f"trial drop of roton gap: {gap_drop:.2f} K")
print(f"u2 change, lower gap: {percent(u2_soft):.3f} %")
print(f"shear viscosity, input: {ETA*1e6:.2f} uPa s")
print(f"frequency: {FREQ*1e-3:.1f} kHz")
print(f"wavelength: {2*np.pi/k*1e3:.3f} mm")
print(f"shear damping rate: {damping:.4f} 1/s")
print(f"shear decay length: {u2/damping:.2f} m")
print(f"roton thermal speed: {roton_speed:.1f} m/s")
print(f"roton mean free path, rough: {free_path*1e9:.2f} nm")
print("finished without a failed check")
```

Printed output:

```
temperature: 1.50 K
density: 145.0 kg/m^3
first-sound speed, input: 240.0 m/s
roton gap / kB: 8.60 K
roton wavenumber: 19.0 1/nm
roton mass / helium atom mass: 0.16
phonon entropy per mass: 22.88 J/(kg K)
roton entropy per mass: 143.79 J/(kg K)
total entropy per mass s: 166.67 J/(kg K)
phonon heat capacity: 68.65 J/(kg K)
roton heat capacity: 782.33 J/(kg K)
total heat capacity c: 850.97 J/(kg K)
phonon normal density: 0.0864 kg/m^3
roton normal density: 13.491 kg/m^3
total normal density: 13.577 kg/m^3
superfluid density: 131.423 kg/m^3
normal fraction: 0.0936
u2 squared: 473.98 m^2/s^2
u2 from formula: 21.771 m/s = 2177.1 cm/s
u2 from eigenvalues: 21.771 m/s
u1 from eigenvalues: 240.000 m/s
u2 at 0.3 K, eigenvalues: 138.562 m/s
u1/sqrt(3): 138.564 m/s
u2 at 0.6 K, formula: 80.694 m/s
u2 at 1.0 K, formula: 20.035 m/s
u2 at 1.2 K, formula: 19.567 m/s
wave temperature amplitude: 1.00 mK
normal velocity amplitude: 7.410 cm/s
superfluid velocity amplitude: -0.766 cm/s
heat flux amplitude: 0.2686 W/cm^2
finite amplitude, vn/u2: 0.340 %
density exponent, sound speed: 2.80
density exponent, roton gap: -0.50
density exponent, roton wavenumber: 0.333
density exponent, roton mass: -1.00
dP/dT at fixed density: -2.943 kPa/K
thermal expansion coefficient: -3.575e-04 1/K
c_p/c_v - 1: 1.279e-05
u2 with expansion: 21.7710 m/s
u2 change, expansion: -0.0006 %
u2^2 error left after using c_p: 0.00001 %
u2 with roton width and Bose: 21.371 m/s
u2 change, width and Bose: -1.836 %
trial drop of roton gap: 0.10 K
u2 change, lower gap: -0.785 %
shear viscosity, input: 1.30 uPa s
frequency: 10.0 kHz
wavelength: 2.177 mm
shear damping rate: 0.4819 1/s
shear decay length: 45.18 m
roton thermal speed: 139.6 m/s
roton mean free path, rough: 2.06 nm
finished without a failed check
```
